# Logarithmic Advance of Trap Filling into a Schottky Depletion Layer, part 1

(Sections cited here and not found follow in the second part.)

## 1. The electron tail and the law of advance

To calculate a trap density from the number of electrons released after a filling pulse, one must first decide over what depth the traps were filled. Stopping the count at the depletion edge leaves out traps that the pulse did fill. Carrying it to the metal includes traps that stayed empty. The boundary lies between the two and moves with the length of the pulse. To leading order it lies one Debye length times $\sqrt{2\ln(\text{normalized pulse time})}$ beyond the edge. This section derives that law, with the time unit that makes it accurate for pulses of ordinary length.

### The contact during the pulse

Let a metal fill $x<0$ and an n-type semiconductor $x>0$. The donors are uniform, fully ionized and of density $N$. Electron traps have density $N_T\ll N$, and their charge is neglected until Section 2. A long reverse bias has emptied the traps to a depth well beyond the depletion layer that exists at zero bias. At $t=0$ the bias is brought to zero and held there for a time $t$, the pulse length.

At zero bias no net current flows once the electrons have settled, so the Fermi level $E_F$ is flat. The settling time is taken to be much shorter than the pulse; Section 2 gives its size. Let $E_c(x)$ be the conduction-band edge, and measure its rise above the bulk value in thermal units:

$$\psi(x)=\frac{E_c(x)-E_c(\infty)}{kT}. \tag{1}$$

For a nondegenerate semiconductor $n=N_c\exp[-(E_c-E_F)/kT]$, where $N_c$ is the effective density of states. In the neutral bulk $\psi=0$ and $n=N$. Dividing the local density by the bulk density cancels $N_c$ and $E_F$:

$$n(x)=N e^{-\psi(x)}. \tag{2}$$

The band edge follows the electron's potential energy $-q\phi$, where $q>0$ is the elementary charge and $\phi$ the electrostatic potential. Hence $\phi=-(kT/q)\psi$ up to a constant. Poisson's equation is $\phi''=-\rho/\varepsilon$ with $\rho=q(N-n)$. The two minus signs cancel, giving $(kT/q)\psi''=qN(1-e^{-\psi})/\varepsilon$, or

$$L^2\psi''=1-e^{-\psi},\qquad L=\sqrt{\frac{\varepsilon kT}{q^2N}}. \tag{3}$$

The length $L$ is the Debye length of the neutral bulk.

### First integral and the charge edge

Multiply (3) by $\psi'$. The left side becomes the derivative of $L^2\psi'^2/2$, and the right side the derivative of $\psi+e^{-\psi}$. The two functions therefore differ by a constant. Deep in the bulk $\psi=\psi'=0$, where the first function is 0 and the second is 1. Therefore

$$\frac{L^2\psi'^2}{2}=g(\psi),\qquad g(\psi)=\psi-1+e^{-\psi}. \tag{4}$$

The term $-1+e^{-\psi}$ has a mechanical meaning. Multiply (4) by $NkT$. Since the field has magnitude $E=(kT/q)|\psi'|$ and $L^2NkT=\varepsilon(kT/q)^2$, the result is

$$\frac{\varepsilon E^2}{2}=NkT\,\psi-(N-n)kT. \tag{5}$$

The first term on the right is the work per volume that a uniform donor charge would supply. The second is the fall in electron pressure between the bulk and the point considered. Once $n\ll N$, that fall has reached its full value $NkT$. This constant will set the time unit of the filling law.

The bands rise towards the metal, so $\psi'<0$ and (4) gives $L\psi'=-\sqrt{2g(\psi)}$. Let $\psi_s$ be the bending at the metal. The depletion layer has no sharp boundary, so an edge must be defined. I use the width $W$ of a fully depleted slab that carries the same charge:

$$W=\int_0^\infty\left(1-\frac nN\right)dx=L^2\int_0^\infty\psi''\,dx=-L^2\psi'(0)=L\sqrt{2g(\psi_s)}. \tag{6}$$

The second equality uses (2) and (3), and the third uses $\psi'(\infty)=0$. The plane $x=W$ will be called the charge edge. Distances from it towards the metal are

$$s=W-x. \tag{7}$$

The phrase "beyond the edge" means $s>0$, inside the depleted region.

### The Gaussian tail and its prefactor

Separate variables in $L\,d\psi/dx=-\sqrt{2g}$ and integrate from the metal, where the bending is $\psi_s$, to the plane where it is $\psi$:

$$x(\psi)=L\int_{\psi}^{\psi_s}\frac{du}{\sqrt{2g(u)}}. \tag{8}$$

In the tail $e^{-u}$ is small, so $g(u)\simeq u-1$. The antiderivative of $[2(u-1)]^{-1/2}$ is $[2(u-1)]^{1/2}$, and (8) becomes

$$x\simeq L\sqrt{2(\psi_s-1)}-L\sqrt{2(\psi-1)}. \tag{9}$$

By (6) the first term is $W$ to the same accuracy. Thus $s\simeq L\sqrt{2(\psi-1)}$. Squaring this and inserting the result in (2) gives

$$\psi\simeq1+\frac{s^2}{2L^2},\qquad n\simeq\frac Ne\,e^{-s^2/2L^2}, \tag{10}$$

where $e=2.718\ldots$ is the base of natural logarithms.

The error can be bounded. Write $s=L\sqrt{2(\psi-1)}+\delta$, with $\psi>1$. Subtracting the approximate expressions from (6) and (8) gives

$$\frac{\delta}{L}=\left[\sqrt{2g(\psi_s)}-\sqrt{2(\psi_s-1)}\right]+\int_\psi^{\psi_s}\left[\frac1{\sqrt{2(u-1)}}-\frac1{\sqrt{2g(u)}}\right]du. \tag{11}$$

Both brackets are positive because $g(u)>u-1$. For $a>0$ and $b>0$, the concavity of $\sqrt a$ gives $\sqrt{a+2b}-\sqrt a<b\,a^{-1/2}$. The convexity of $a^{-1/2}$ gives $a^{-1/2}-(a+2b)^{-1/2}<b\,a^{-3/2}$. Set $a=2(u-1)$ and $b=e^{-u}$. In the integral, $a^{-3/2}$ is largest at the lower limit and may be taken outside, while the integral of $e^{-u}$ is less than $e^{-\psi}$. Hence

$$0<\frac{\delta}{L}<\frac{e^{-\psi}}{[2(\psi-1)]^{3/2}}+\frac{e^{-\psi_s}}{\sqrt{2(\psi_s-1)}}. \tag{12}$$

The correction is exponentially small in the bending. A numerical solution of (3) with $\psi_s=19.4$ gives a mean prefactor of 0.3679 beyond $s=2.5L$, equal to $1/e$ to the digits shown. Over that range the density departs from (10) by less than 0.2 percent.

### What the simple depletion picture changes

The simplest treatment drops the electrons from Poisson's equation up to a sharp edge at $W_0$ and sets $\psi=\psi'=0$ there. Then $L^2\psi''=1$. Two integrations, with $s_0=W_0-x$, give

$$\psi=\frac{s_0^2}{2L^2},\qquad n=N e^{-s_0^2/2L^2},\qquad W_0=L\sqrt{2\psi_s}. \tag{13}$$

This has the same Gaussian width as (10), but its prefactor is $N$ instead of $N/e$. The two edges also differ, so $s$ and $s_0$ are measured from different planes. The difference partly cancels when a position is measured from the metal. For large bending, $\sqrt{2\psi}-\sqrt{2(\psi-1)}\simeq1/\sqrt{2\psi}$. Applying this at the plane considered and at the metal gives

$$x-x_{\rm simple}\simeq L\left(\frac1{\sqrt{2\psi}}-\frac1{\sqrt{2\psi_s}}\right). \tag{14}$$

The simple picture therefore places a given density slightly too near the metal. Its own edge should be used with its own tail. Combining the charge edge (6) with the prefactor in (13) loses the cancellation.

### Capture and the front

Let $f(x,t)$ be the fraction of traps that are filled. An empty trap captures electrons at the rate $cn$, where $c=\sigma\bar v$ is the capture cross-section times the mean thermal speed. Emission is left out for now. With $n$ constant in time at each position,

$$\frac{\partial f}{\partial t}=cn(1-f),\qquad f(x,0)=0. \tag{15}$$

The empty fraction $1-f$ decays exponentially from 1, so

$$f=1-e^{-cn(x)t}. \tag{16}$$

Define the front as the plane where $f=1-1/e\simeq0.63$, which means $cnt=1$. With (2) this reads $cNt\,e^{-\psi}=1$, or

$$\psi_{\rm front}=\ln(cNt). \tag{17}$$

This step uses Boltzmann statistics and a constant capture coefficient, but not the shape of the band. Each factor of $e$ in pulse length carries the front up by one $kT$ of bending. Inserting (17) in the first part of (10) and solving for $s$ gives

$$\boxed{s_f=L\sqrt{2\left[\ln(cNt)-1\right]}=L\sqrt{2\ln\frac t{t_0}},\qquad t_0=\frac e{cN}.} \tag{18}$$

The correction is $\delta$, bounded by (12) at $\psi=\ln(cNt)$. With the time normalized by $t_0$, the stated law holds up to terms exponentially small in the bending. At the front $e^{-\psi}=1/(cNt)$, so the first term of (12), which dominates until the front nears the metal, falls somewhat faster than $1/(cNt)$. If the time is normalized by $1/(cN)$, as (13) suggests, the law becomes $L\sqrt{2\ln(cNt)}$. The ratio of (18) to this form is

$$\sqrt{1-\frac1{\ln(cNt)}}\simeq1-\frac1{2\ln(cNt)}, \tag{19}$$

so the two agree to leading order for long pulses. The approach is slow, because the correction falls as the inverse of a logarithm.

The square root comes from the parabolic band, which comes from the uniform donor charge. In a region of constant field, $\psi$ would be linear in position, and (17) would make the front advance as $\ln t$ itself. A doping profile that varies over the distance $s_f$ therefore invalidates (18), while (17) survives and can be used with the actual band profile.

### Speed and sharpness

Square (18) to obtain $s_f^2=2L^2\ln(t/t_0)$. Differentiation gives $2s_f\,ds_f/dt=2L^2/t$, so

$$\frac{ds_f}{dt}=\frac{L^2}{s_ft},\qquad \frac{ds_f}{d\log_{10}t}=\frac{L^2\ln10}{s_f}. \tag{20}$$

The front slows for two reasons. The density ahead of it falls exponentially with bending, which gives the factor $1/t$. The band also becomes steeper towards the metal, which gives $1/s_f$.

For another occupancy level $\theta$, (16) requires $cnt=\ln[1/(1-\theta)]$. Repeating the step from (17) to (18) gives

$$s_\theta=L\sqrt{2\left[\ln\frac t{t_0}-\ln\ln\frac1{1-\theta}\right]}. \tag{21}$$

For $\theta=0.1$ the double logarithm is $-2.250$, and for $\theta=0.9$ it is $0.834$. The difference of the squares is thus $s_{0.1}^2-s_{0.9}^2=2L^2(3.084)$. Factoring the left side yields

$$s_{0.1}-s_{0.9}=\frac{6.168\,L^2}{s_{0.1}+s_{0.9}}\simeq\frac{3.1L^2}{s_f}. \tag{22}$$

The front sharpens as it advances. It is narrow compared with its distance from the edge when $s_f^2\gg3L^2$.

### Range of the law

Equation (18) needs $\ln(cNt)$ to exceed 1 by enough for (12) to be small. It also needs $s_f<W$. By (17), capture alone would bring the front to the metal when $\ln(cNt)=\psi_s$, that is, at $t=e^{\psi_s}/(cN)$. Emission can stop the front earlier, as Section 2 shows.

## 2. Filled depth, limits and a titanium contact

The symbols carried over are these. The Debye length is $L$, the donor density $N$, the trap density $N_T$ and the capture coefficient $c$. The band bending in units of $kT$ is $\psi$, with value $\psi_s$ at the metal, and $n=Ne^{-\psi}$. Distance from the metal is $x$, and $s=W-x$ is distance from the charge edge towards the metal. In the tail $\psi=1+s^2/2L^2$, by (10). The front, where the occupancy $f$ is $1-1/e$, lies at $s_f=L\sqrt{2\ln(t/t_0)}$ with $t_0=e/(cN)$, by (18).

### The equivalent filled depth

A count of filled traps needs the integral of $f$ as well as the position of one level. Let $S$ be the depth beyond the charge edge that would hold the same number of traps if it were completely filled. Put $z_0=\ln(t/t_0)$ and $y=s^2/2L^2-z_0$. Then (10) and (16) give $cnt=e^{-y}$ and $f=1-\exp(-e^{-y})$. Provided that $f$ is negligible at the metal, the upper limit may be taken to infinity. Integration by parts gives

$$S=\int_0^\infty f\,ds=\int_0^\infty s\left(-\frac{df}{ds}\right)ds=\int s(y)\,p(y)\,dy,\qquad p=e^{-y}\exp(-e^{-y}). \tag{23}$$

The boundary terms vanish because $s=0$ at one end and $f\to0$ at the other. The function $p$ is the Gumbel probability density. Its weight below $y=-z_0$ is $\exp(-t/t_0)$, so for long pulses the integral may cover all $y$.

With $w=e^{-y}$, moments of $p$ become integrals of powers of $-\ln w$ with weight $e^{-w}$. Up to a sign $(-1)^k$ for the $k$-th power, these are the $k$-th derivatives at $a=0$ of $\Gamma(1+a)=\int_0^\infty w^ae^{-w}dw$. They give the mean $\gamma=0.5772$, Euler's constant, and the variance $\pi^2/6$. Now expand $s=L\sqrt{2(z_0+y)}$ about the mean. With $z=z_0+\gamma$, the second derivative of $\sqrt{2z}$ is $-(2z)^{-3/2}$. The linear term averages to zero, leaving

$$S=L\left[\sqrt{2z}-\frac{\pi^2}{12}(2z)^{-3/2}+\cdots\right],\qquad z=\ln\frac t{t_0}+\gamma. \tag{24}$$

The number of filled traps per area beyond the charge edge is $N_TS$. Those on the bulk side of the edge are added separately, up to the depth emptied by the reverse bias.

This part has derived how far the filling front advances beyond the charge edge and the equivalent filled depth needed for a trap count, with emission and trap charge left out. What remains is to find the limits set by emission, trap charge and random donor positions, and to compare the law with numerical solutions for a titanium contact on n-type silicon.
